# Phase-averaged phonon transmission through a single layer between identical media

A uniform layer of medium 2, thickness $d$, lies between two half-spaces of medium 1. A longitudinal sound wave of angular frequency $\omega$ arrives at normal incidence from the left. Medium $j$ has density $\rho_j$, sound speed $v_j$ and acoustic impedance $Z_j=\rho_jv_j$. Media and interfaces are lossless until part (h), and the frequency is low enough for continuum elasticity.

The time factor is $e^{-i\omega t}$. Let $u$ be the particle velocity and $F$ the compressive force per unit area. A wave travelling to the right has $F=Zu$, one travelling to the left has $F=-Zu$, and each carries the mean energy flux $\tfrac12Z|u|^2$. At a welded interface $u$ and $F$ are continuous.

For numbers, take a 5.0 nm tungsten film in silicon, with assumed inputs that only roughly represent the materials: 19.3 g/cm³ and 5.2 km/s for tungsten, 2.33 g/cm³ and 8.4 km/s for silicon.

## (a) One interface

**Question.** Find the energy transmission $T$ of one interface. Show that it is the same from both sides, and evaluate it.

**Answer.** Let a wave of unit velocity amplitude arrive from medium 1, with reflected amplitude $r_{12}$ and transmitted amplitude $t_{12}$. Continuity of velocity and force gives

$$1+r_{12}=t_{12},\qquad Z_1(1-r_{12})=Z_2t_{12}.$$

Dividing the second equation by $Z_1$ and adding the first gives $2=t_{12}(1+Z_2/Z_1)$, so

$$t_{12}=\frac{2Z_1}{Z_1+Z_2},\qquad r_{12}=t_{12}-1=\frac{Z_1-Z_2}{Z_1+Z_2}.$$

The transmitted flux divided by the incident flux is

$$T=\frac{Z_2}{Z_1}t_{12}^2=\frac{4Z_1Z_2}{(Z_1+Z_2)^2}.$$

Exchanging the labels leaves $T$ unchanged. The reflected fraction is $R=r_{12}^2=r_{21}^2$, and $R+T=1$ because $(Z_1-Z_2)^2+4Z_1Z_2=(Z_1+Z_2)^2$. Two products are needed below:

$$t_{12}t_{21}=\frac{4Z_1Z_2}{(Z_1+Z_2)^2}=T,\qquad r_{21}^2=R.$$

The impedances are $2.33\times8.4=19.57$ and $19.3\times5.2=100.36$ MRayl, where 1 MRayl is 1 g/cm³ times 1 km/s. Hence

$$T=\frac{4(19.57)(100.36)}{(119.93)^2}=0.546,\qquad R=0.454.$$

## (b) Coherent transmission

**Question.** Find the energy transmission $T_c$ of the layer at one frequency, and its largest and smallest values.

**Answer.** One crossing multiplies the amplitude by $e^{i\phi}$, with $\phi=\omega d/v_2$. A wave that makes $n$ round trips inside the layer before leaving has two internal reflections per round trip. Its transmitted amplitude is

$$A_n=t_{12}t_{21}e^{i\phi}\left(r_{21}^2e^{2i\phi}\right)^n=Te^{i\phi}R^ne^{in\theta},\qquad \theta=2\phi.$$

The outer media are identical, so the squared sum of amplitudes is the energy transmission, without an impedance factor. Since $R<1$, the geometric series converges:

$$T_c=\left|\sum_{n=0}^{\infty}A_n\right|^2=\frac{T^2}{|1-Re^{i\theta}|^2}=\frac{T^2}{1+R^2-2R\cos\theta}.$$

At $\theta=0$, modulo $2\pi$, the denominator is $(1-R)^2=T^2$ and $T_c=1$: the transmitted partial waves are in phase. At $\theta=\pi$ successive partial waves alternate in sign, and

$$T_c^{\min}=\frac{T^2}{(1+R)^2}=\left(\frac{T}{2-T}\right)^2=0.141 .$$

## (c) Adding energies instead of amplitudes

**Question.** Find the transmission when the multiply reflected waves are treated as packets whose energies add.

**Answer.** The fraction $T$ enters the layer. At each arrival at the right face, the fraction $T$ of the remaining energy leaves. What stays inside is reduced by $R$ at the right face and by $R$ again at the left face. Therefore

$$T_{\rm inc}=T^2\left(1+R^2+R^4+\cdots\right)=\frac{T^2}{1-R^2}.$$

Factoring $1-R^2=(1-R)(1+R)=T(2-T)$ gives

$$T_{\rm inc}=\frac{T}{2-T}=0.376 .$$

This exceeds $T^2=0.298$, the energy leaving on the first arrival, because later bounces also deliver energy.

## (d) Averaging over the propagation phase

**Question.** Average $T_c$ over $\phi$, uniform on an interval of length $\pi$, with $T$ fixed. Compare with (c) and explain the relation. Does it survive if the interfaces are springy bonds rather than welds?

**Answer.** As $\phi$ covers $\pi$, $\theta$ covers $2\pi$. Write the squared sum as a double sum:

$$T_c=T^2\sum_{n,n'=0}^{\infty}R^{n+n'}e^{i(n-n')\theta}.$$

For $R<1$ this converges absolutely and uniformly in $\theta$, so it may be integrated term by term. The average of $e^{i(n-n')\theta}$ over a full period is 1 for $n=n'$ and 0 otherwise. What remains is

$$\langle T_c\rangle=T^2\sum_{n=0}^{\infty}R^{2n}=\frac{T}{2-T}=T_{\rm inc}.$$

The equality is exact. Terms with $n=n'$ are the energies of the separate partial waves, the terms summed in (c). Terms with $n\ne n'$ are interference between waves with different numbers of round trips, and these average to zero.

For later use, collect the terms with $n-n'=\pm m$. Each sign gives $\sum_{n'}R^{2n'+m}=R^m/(1-R^2)$, so

$$T_c=\frac{T}{2-T}\left[1+2\sum_{m=1}^{\infty}R^m\cos m\theta\right]. \tag{1}$$

A springy bond keeps $F$ continuous but lets the displacement jump by $F/K$, where $K$ is its stiffness per area. The velocity then jumps by $u_L-u_R=-i\beta F$, with $\beta=\omega/K$. Continuity from side 1 becomes

$$1+r_{12}=t_{12}(1-i\beta Z_2),\qquad Z_1(1-r_{12})=Z_2t_{12}.$$

Eliminating $r_{12}$ as before gives

$$t_{12}=\frac{2Z_1}{Z_1+Z_2-i\beta Z_1Z_2},\qquad T=\frac{4Z_1Z_2}{(Z_1+Z_2)^2+\beta^2Z_1^2Z_2^2}.$$

Again $T$ is symmetric in the labels and $|t_{12}t_{21}|=T$. The bond is lossless, so $|r_{21}|^2=1-T=R$, but now $r_{21}^2=Re^{i\alpha}$. At fixed frequency, with the thickness varied, $\alpha$ is constant. It replaces $\theta$ by $\theta+\alpha$, which moves the transmission maxima but leaves a full-period average unchanged. For $Z_2/Z_1=3$ and $\beta Z_1=0.7$, direct field matching gives $T=0.58795$ and an average of $0.41638$, equal to $0.58795/1.41205$.

The agreement of the averages does not show that phase coherence has been lost. In the tungsten example each frequency is still fully coherent, with transmission between 0.141 and 1.

## (e) Averages that do not reproduce the energy sum

**Question.** Find $\langle1/T_c\rangle$ and $\exp\langle\ln T_c\rangle$. Then consider two equal layers separated by a spacer of medium 1, with three independent, uniformly distributed phases. Is the mean transmission still the incoherent one?

**Answer.** The inverse is $1/T_c=(1+R^2-2R\cos\theta)/T^2$, and the cosine averages to zero:

$$\left\langle\frac1{T_c}\right\rangle=\frac{1+R^2}{T^2}=4.04,\qquad \frac1{\langle T_c\rangle}=2.66 .$$

For the logarithm, expand

$$\ln|1-Re^{i\theta}|^2=2\,{\rm Re}\ln(1-Re^{i\theta})=-2\sum_{m=1}^{\infty}\frac{R^m}{m}\cos m\theta .$$

This averages to zero, so $\exp\langle\ln T_c\rangle=T^2=0.298$. The result in (d) belongs to the arithmetic mean of the transmission.

Now let the two layers have transmissions $\tau_1,\tau_2$ at given internal phases, and let $\chi$ be the one-way phase of the spacer. The bounce series in the spacer has ratio $qe^{i(2\chi+\gamma)}$, where $q^2=(1-\tau_1)(1-\tau_2)$ and the reflection phase $\gamma$ does not depend on $\chi$. The calculation of (d), with prefactor $\tau_1\tau_2$ and $R$ replaced by $q$ in the series, gives the average over $\chi$:

$$f(\tau_1,\tau_2)=\frac{\tau_1\tau_2}{1-q^2}=\frac{\tau_1\tau_2}{\tau_1+\tau_2-\tau_1\tau_2}.$$

The internal phases remain to be averaged. At fixed $\tau_2$ write $f=\tau_1/(1+c\tau_1)$ with $c=1/\tau_2-1\ge0$. Then

$$\frac{\partial^2f}{\partial\tau_1^2}=-\frac{2c}{(1+c\tau_1)^3}\le0 .$$

A concave function lies on or below its tangent at the mean. Averaging that inequality shows that its mean cannot exceed its value at the mean. Apply this first to $\tau_1$ and then, with $\tau_1$ replaced by its mean $\bar\tau=T/(2-T)$, to $\tau_2$:

$$\langle f(\tau_1,\tau_2)\rangle\le\langle f(\bar\tau,\tau_2)\rangle<f(\bar\tau,\bar\tau)=\frac{\bar\tau}{2-\bar\tau}.$$

The second inequality is strict for $0<T<1$, since then $\bar\tau<1$ makes the curvature nonzero and $\tau_2$ varies. The right-hand side is the incoherent result for two layers. For the tungsten parameters it is 0.231, while the coherent average is 0.192, which is 17% lower. The equality in (d) therefore does not extend to this stack.

## (f) A finite band of frequencies

**Question.** The thickness is fixed and the transmission is averaged over a flat frequency band spanning $b$ fringe periods, with $T$ constant. Bound the relative deviation from (d), and find its largest value for $b=2.5$.

**Answer.** In frequency $\nu=\omega/2\pi$ the phase is $\theta=4\pi\nu d/v_2$. One fringe is therefore $v_2/(2d)=5200/(10^{-8})$ Hz $=520$ GHz, and the band $b=2.5$ is 1300 GHz wide. If $\theta_0$ is the phase at the band centre,

$$\langle\cos m\theta\rangle=\frac1{2\pi b}\int_{\theta_0-\pi b}^{\theta_0+\pi b}\cos m\theta\,d\theta=\cos(m\theta_0)\frac{\sin(\pi mb)}{\pi mb}.$$

Inserting this in (1), the deviation relative to $T/(2-T)$ is

$$\delta=2\sum_{m=1}^{\infty}R^m\cos(m\theta_0)\frac{\sin(\pi mb)}{\pi mb}.$$

It vanishes for integer $b$. In general the sine and cosine are at most 1 in magnitude, and $\sum_m R^m/m=-\ln(1-R)=\ln(1/T)$, so

$$|\delta|\le\frac{2}{\pi b}\ln\frac1T .$$

For $b=2.5$ the bound is 15.4%. The largest value follows from the series itself. Even $m$ give zero, and odd $m$ give signs $+,-,+,\ldots$, which is the series of the arctangent:

$$\delta=\frac{2}{\pi b}\,{\rm Re}\arctan(Re^{i\theta_0})=\frac1{\pi b}\arctan\frac{2R\cos\theta_0}{1-R^2}.$$

The last form uses ${\rm Re}\arctan z=\frac12\arg[(1+iz)/(1-iz)]$. The magnitude is largest at $\cos\theta_0=\pm1$, where it equals $(2/\pi b)\arctan R=10.8\%$. For this $b$, a band centred on a transmission maximum contains two full fringes and an extra half fringe of high transmission; one centred on a minimum contains an extra half fringe of low transmission.

## (g) A thermal band

**Question.** The half-spaces have temperatures $\Theta$ and $\Theta+d\Theta$. Find the transmission averaged with the weight of each frequency in the heat current of this normal-incidence channel. Discuss small and large $\Theta$.

**Answer.** The channel carries $\int h\nu\,n(\nu)T_c\,d\nu$ from each side, where $n=1/(e^x-1)$ and $x=h\nu/k_B\Theta$. The net current is proportional to

$$h\nu\frac{\partial n}{\partial\Theta}=k_B\frac{x^2e^x}{(e^x-1)^2}.$$

The round-trip phase is $\theta=sx$ with $s=2dk_B\Theta/(\hbar v_2)$. By (1) we need

$$I(a)=\int_0^\infty\frac{x^2e^x}{(e^x-1)^2}\cos(ax)\,dx .$$

Differentiating $1/(e^x-1)=\sum_{n\ge1}e^{-nx}$ gives $e^x/(e^x-1)^2=\sum_n ne^{-nx}$. Also $\int_0^\infty e^{-nx}\cos ax\,dx=n/(n^2+a^2)$, and a factor $x^2$ is produced by $-d^2/da^2$. Hence

$$I(a)=-\sum_{n=1}^{\infty}\frac{d^2}{da^2}\frac{n^2}{n^2+a^2}=\frac{d^2}{da^2}\sum_{n=1}^{\infty}\frac{a^2}{n^2+a^2},$$

because $a^2/(n^2+a^2)=1-n^2/(n^2+a^2)$. The partial-fraction expansion $\pi\coth\pi a=1/a+\sum_n2a/(n^2+a^2)$, multiplied by $a/2$, shows that the last sum is $\frac12\pi a\coth\pi a-\frac12$. With $y=\pi a$,

$$\frac{d}{dy}\left(\frac y2\coth y\right)=\frac12\coth y-\frac{y}{2\sinh^2y},$$

$$I=\pi^2\frac{d^2}{dy^2}\left(\frac y2\coth y\right)=\pi^2\,\frac{y\coth y-1}{\sinh^2y}.$$

For small $y$, $y\coth y-1\to y^2/3$, so $I(0)=\pi^2/3$. Dividing by this normalization,

$$\langle T_c\rangle_\Theta=\frac{T}{2-T}\left[1+2\sum_{m=1}^{\infty}R^mW(ms)\right],$$

$$W(a)=\frac{3(\pi a\coth\pi a-1)}{\sinh^2\pi a}.$$

As $s\to0$, every $W\to1$ and the bracket becomes $1+2R/(1-R)=(1+R)/(1-R)=(2-T)/T$. The average tends to 1: the thermal waves are too long to resolve the film. For large $s$, $\coth\pi s\to1$ and $\sinh^2\pi s\to e^{2\pi s}/4$, so the relative excess is approximately $24R(\pi s-1)e^{-2\pi s}$.

At 1 K, $s=0.252$ and the average is 0.717, which is 91% above $T/(2-T)$. At 3 K the excess is 14%, at 5 K it is 1.2%, and at 10 K, where $s=2.52$, it is 0.001%. Yet the weighted mean frequency at 10 K is 457 GHz, less than one fringe. The thermal weight, extended as an even function to negative frequencies, has no edge or kink, and $W$ falls exponentially at large argument. The flat band in (f) has sharp edges, and its harmonics fall only as $1/b$.

## (h) Absorption and the real film

**Question.** Include weak absorption in the layer, with interface coefficients unchanged, and assess the model for real tungsten films in silicon.

**Answer.** If the fraction $a$ of the energy survives one crossing, the amplitude gains a factor $\sqrt a$ per crossing. Then $A_n=T\sqrt a\,e^{i\phi}(Rae^{i\theta})^n$, and the average of (d) becomes

$$\langle T_c\rangle=\frac{T^2a}{1-R^2a^2}.$$

Adding energies gives the same series. For a rough energy mean free path of 500 nm, $a=e^{-5/500}=0.990$. The average falls from 0.376 to 0.370, a relative change of $-1.5\%$. This exceeds the 1% lost in one crossing because later bounces cross the film more often.

Tungsten–silicon multilayers with nanometre layers serve as X-ray mirrors, so the thickness is realistic. Such a mirror has many layers, however, and its sputtered silicon is amorphous; the single-film result and the silicon values used here do not describe it directly. Several assumptions also fail in a real film:

- **Oblique incidence** is omitted, although waves at all angles contribute to the total heat current. Matching all displacements and tractions at one interface, with both media treated as isotropic and rough shear speeds of 5.8 km/s in silicon and 2.9 km/s in tungsten, converts 14% of the incident longitudinal energy to shear waves at 20° and 49% at 45°. Crystalline silicon is anisotropic, so these fractions depend on orientation: with cubic elastic constants, a (001) face and incidence in the (010) plane, they are about 25% and 48%. The one-channel formula does not apply there, and the resulting change in film conductance is not computed here.
- **Roughness.** A face displaced by $\eta$ changes the internal reflection phase by $2k\eta$. For Gaussian heights of rms $\sigma$ that vary slowly along the face compared with the wavelength, the specular fraction is $|\langle e^{2ik\eta}\rangle|^2=e^{-4k^2\sigma^2}$. With $\sigma=0.3$ nm at 457 GHz, where the wavelength in tungsten is 11 nm, this is 0.90, so about 10% of the reflected energy would leave the specular beam. Its effect on the transmission depends on where that energy goes. Roughness much finer than the wavelength acts instead like a graded interface and scatters little, so this estimate does not apply to it.
- **Lattice dispersion.** A linear chain with an assumed plane spacing $\ell=0.224$ nm obeys $\omega=(2v_2/\ell)\sin(k\ell/2)$. At 457 GHz it raises the propagation phase by 0.06%. On a lattice the interface transmission also varies with frequency: in a mass-spring chain with a silicon plane spacing of 0.136 nm and half springs in series at each interface, the 10 K average lies about 0.25% below $T/(2-T)$. The excess of 0.001% in (g) therefore holds only for the continuum model with constant $T$. The cutoff of the tungsten chain is $v_2/(\pi\ell)=7.4$ THz. At 300 K the linear model would put the weighted mean frequency at 13.7 THz, above that cutoff, so the thermal average in (g) must not be extended to room temperature.

The numerical output lists the main values used here.

## Numbers as computed

```
INPUTS (rough typical values)
silicon density 2.33 g/cm3, longitudinal speed 8.4 km/s
tungsten density 19.3 g/cm3, longitudinal speed 5.2 km/s
shear speeds: silicon 5.8 km/s, tungsten 2.9 km/s
tungsten thickness 5.0 nm
ONE FILM (transmissions are dimensionless)
impedances: silicon 19.57 MRayl, tungsten 100.36 MRayl
single interface: T = 0.54624, R = 0.45376
coherent maximum 1.00000, minimum 0.14118
phase average of field solution 0.37574552
energy bounce sum 0.37574552
T/(2-T) = 0.37574552
mean of inverse transmission 4.04146
inverse of mean transmission 2.66138
geometric mean transmission 0.29838
SPRINGY-BOND TEST (impedance ratio 3, reduced compliance 0.7)
interface T 0.58795, phase average 0.41638
TWO FILMS WITH SPACER
phase average 0.19188, incoherent 0.23133
FREQUENCY AVERAGES
fringe period 520.0 GHz
flat band 2.5 periods = 1300.0 GHz
worst relative deviation 10.85 %
bound on relative deviation 15.40 %
1 K: s = 0.2518, average 0.716740, excess 90.7515 %
2 K: s = 0.5035, average 0.519267, excess 38.1965 %
3 K: s = 0.7553, average 0.427448, excess 13.7600 %
5 K: s = 1.2588, average 0.380195, excess 1.1841 %
10 K: s = 2.5177, average 0.375749, excess 0.0010 %
NEGLECTED EFFECTS
assumed energy mean free path 500 nm (rough)
phase average with absorption 0.37011, change -1.50 %
weighted mean frequency at 10 K 456.8 GHz
assumed rms roughness 0.3 nm (rough)
specular fraction per internal reflection 0.8961
assumed lattice-plane spacing 0.224 nm (rough)
phase increase from lattice dispersion 0.0638 %
energy converted to shear at 20 degrees 13.81 %
energy converted to shear at 45 degrees 48.76 %
linear-chain cutoff 7.39 THz
weighted mean frequency of linear model at 300 K 13.70 THz
```
